# Current Sharing in Three Stacked Nanosheets Fed from the Top: a numerical check

```python
"""
Three stacked nanosheets (resistance R each) fed from the top.
The contact touches sheet 1; links of resistance r join the near ends of
sheets 1-2 and 2-3; the far ends share one node. Result under test, x = r/R:
  currents I1 : I2 : I3 = (1 + 3x + x^2) : (1 + x) : 1   (top to bottom)
  total resistance = R (1 + 3x + x^2) / (3 + 4x + x^2)
For R = 3 kohm, r = 1 kohm: 57/40 kohm and shares 19/40, 12/40, 9/40.
Units: kohm, mV, uA (mV/kohm = uA), unless a name says otherwise.
"""
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.optimize import fsolve, minimize


def solve_network(branches, feed, ground):
    """Nodal analysis: unit current enters at feed and leaves at ground."""
    nodes = sorted({n for a, b, _ in branches for n in (a, b)} - {ground})
    index = {name: i for i, name in enumerate(nodes)}
    matrix = np.zeros((len(nodes), len(nodes)))
    for a, b, res in branches:
        for p, q in ((a, b), (b, a)):
            if p != ground:
                matrix[index[p], index[p]] += 1 / res
                if q != ground:
                    matrix[index[p], index[q]] -= 1 / res
    inject = np.zeros(len(nodes))
    inject[index[feed]] = 1.0
    volts = dict(zip(nodes, np.linalg.solve(matrix, inject)))
    volts[ground] = 0.0
    flows = np.array([(volts[a] - volts[b]) / res for a, b, res in branches])
    return volts[feed], flows


def stack(R, r, entry=None, far_links=False):
    """Total resistance and branch currents; sheets are the first three."""
    far = ["f1", "f2", "f3"] if far_links else ["f1"] * 3
    branches = [("n%d" % (k + 1), far[k], R) for k in range(3)]
    branches += [("n1", "n2", r), ("n2", "n3", r)]
    if far_links:
        branches += [("f2", "f1", r), ("f3", "f2", r)]
    feed = "n1"
    if entry is not None:
        branches.append(("contact", "n1", entry))
        feed = "contact"
    return solve_network(branches, feed, "f1")


def formula(R, r):
    x = r / R
    weights = np.array([1 + 3 * x + x * x, 1 + x, 1.0])
    return R * weights[0] / (3 + 4 * x + x * x), weights / weights.sum()


def parallel(*resistances):
    return 1 / sum(1 / z for z in resistances)


# Closed formulas against nodal analysis, including both variants
for R_test, r_test in ((3.0, 1.0), (2.0, 5.0), (7.0, 0.4)):
    total_f, share_f = formula(R_test, r_test)
    total_n, flow_n = stack(R_test, r_test)
    assert abs(total_f - total_n) < 1e-10
    assert np.allclose(share_f, flow_n[:3], atol=1e-10)
    total_e, flow_e = stack(R_test, r_test, entry=r_test)
    assert abs(total_e - total_f - r_test) < 1e-10
    assert np.allclose(flow_e[:3], share_f, atol=1e-10)
    total_b, flow_b = stack(R_test, r_test, far_links=True)
    total_2r, share_2r = formula(R_test, 2 * r_test)
    assert abs(total_b - total_2r) < 1e-10
    assert np.allclose(flow_b[:3], share_2r, atol=1e-10)

# Limits of perfect and of broken links, from nodal analysis
total_small, flow_small = stack(3.0, 1e-6)
total_large, flow_large = stack(3.0, 1e6)
assert abs(total_small - 1.0) < 1e-5
assert np.allclose(flow_small[:3], 1 / 3, atol=1e-5)
assert abs(total_large - 3.0) < 1e-4 and flow_large[0] > 0.9999

# Folding the ladder by exact fractions
R, r = 3.0, 1.0
R_q, r_q = Fraction(3), Fraction(1)
fold1 = R_q + r_q
fold2 = parallel(R_q, fold1)
fold3 = fold2 + r_q
fold4 = parallel(R_q, fold3)
total, flows = stack(R, r)
shares = flows[:3]
assert abs(float(fold4) - total) < 1e-12


# Least heat at fixed total current, found without Kirchhoff's voltage law
def heat(split):
    i1, i2 = split
    i3 = 1 - i1 - i2
    return R * (i1**2 + i2**2 + i3**2) + r * ((i2 + i3)**2 + i3**2)


best = minimize(heat, [0.33, 0.33], method="BFGS")
assert np.allclose(best.x, shares[:2], atol=1e-5)
assert abs(best.fun - total) < 1e-8

# Worked example
bias = 20.0
current = bias / total
sheet_uA = current * shares
sheet_mV = R * sheet_uA
link_uA = current * flows[3:5]
heat_sheets = R * np.sum(sheet_uA**2) * 1e-3   # nW to uW
heat_links = r * np.sum(link_uA**2) * 1e-3
assert abs(heat_sheets + heat_links - bias * current * 1e-3) < 1e-10
private = parallel(R, R + r, R + 2 * r)
assert abs(private - total) > 0.1
two_sheets = parallel(R, R + r)
gain = 100 * (two_sheets / total - 1)
gain_ideal = 100 * ((R / 2) / (R / 3) - 1)

# Rough device values (lengths in cm)
width, pitch, plug_length = 20e-7, 20e-7, 10e-7
area = width * plug_length
rho_plain, rho_good = 1e-3, 0.3e-3             # ohm cm
link_plain = rho_plain * pitch / area / 1e3
link_good = rho_good * pitch / area / 1e3
total_good, flow_good = stack(R, link_good)
rho_contact = 1e-9                             # ohm cm2
contact = rho_contact / area / 1e3
total_contact, flow_contact = stack(R, r, entry=contact)
assert np.allclose(flow_contact[:3], shares, atol=1e-10)
total_both, flow_both = stack(R, r, far_links=True)

# Source links lift the source ends of the lower sheets: less overdrive
overdrive = 400.0


def channel(source, drain):
    return (drain - source) * (1 - (source + drain) / (2 * overdrive)) / R


def transistor_stack(drain):
    def mismatch(s):
        i2, i3 = channel(s[0], drain), channel(s[1], drain)
        return [s[0] - r * (i2 + i3), s[1] - s[0] - r * i3]
    s2, s3 = fsolve(mismatch, [0.3 * drain, 0.5 * drain])
    assert np.max(np.abs(mismatch([s2, s3]))) < 1e-7 * drain
    i = np.array([channel(s, drain) for s in (0.0, s2, s3)])
    return drain / i.sum(), i / i.sum()


total_weak, share_weak = transistor_stack(0.01)
assert abs(total_weak / total - 1) < 1e-4
assert np.allclose(share_weak, shares, atol=1e-4)
total_fet, share_fet = transistor_stack(bias)

# Temperature, ballistic floor, velocities and field
T_room, T_hot = 300.0, 358.0
R_hot = R * T_hot / T_room
total_hot, flow_hot = stack(R_hot, r)
thermal_resistance = 1.0                       # K/uW, rough
warming = thermal_resistance * bias * current * 1e-3
density = 1e13                                 # cm^-2
k_fermi = np.sqrt(np.pi * density)             # two valleys, two spins
modes = 2 * k_fermi * width / np.pi
floor = const.h / (2 * const.e**2) / modes / 1e3
fermi_meV = ((const.hbar * k_fermi * 100)**2
             / (2 * 0.19 * const.m_e) / const.e * 1e3)
thermal_meV = const.k * T_room / const.e * 1e3
v_sheet = sheet_uA[0] * 1e-6 / (const.e * density * width)
doping = 1e20                                  # cm^-3
v_link = link_uA[0] * 1e-6 / (const.e * doping * area)
field_link = r * link_uA[0] * 1e-3 / pitch / 1e6
assert floor < R and v_sheet < 1e7 and v_link < 1e7


def pct(values):
    return " / ".join("%.1f" % (100 * v) for v in values[:3]) + " %"


print("Sheet R = %.1f kohm, link r = %.1f kohm" % (R, r))
print("Fold 1, bottom sheet plus link: %s kohm" % fold1)
print("Fold 2, parallel with middle sheet: %s = %.4f kohm"
      % (fold2, float(fold2)))
print("Fold 3, plus upper link: %s = %.4f kohm" % (fold3, float(fold3)))
print("Total resistance: %s = %.4f kohm" % (fold4, total))
print("Shares top/middle/bottom:", pct(shares))
print("Ideal links, total: %.3f kohm" % (R / 3))
print("Wrong answer with private links: %.3f kohm" % private)
print("Two sheets only, total: %.3f kohm" % two_sheets)
print("Conductance gain from third sheet: %.1f %% (ideal links %.1f %%)"
      % (gain, gain_ideal))
print("Extra entry link, total: %.3f kohm" % stack(R, r, entry=r)[0])
print("Links at both ends, total: %.3f kohm" % total_both)
print("Links at both ends, shares:", pct(flow_both))
print("Least-heat search, shares of top and middle: %.4f, %.4f"
      % tuple(best.x))
print("Applied voltage: %.1f mV; total current: %.2f uA" % (bias, current))
print("Sheet currents: %.2f / %.2f / %.2f uA" % tuple(sheet_uA))
print("Sheet voltages: %.2f / %.2f / %.2f mV" % tuple(sheet_mV))
print("Link currents, upper/lower: %.2f / %.2f uA" % tuple(link_uA))
print("Heat in sheets: %.4f uW; in links: %.4f uW; sum: %.4f uW"
      % (heat_sheets, heat_links, heat_sheets + heat_links))
print("Rough geometry: width %.0f, pitch %.0f, plug length %.0f nm"
      % (width * 1e7, pitch * 1e7, plug_length * 1e7))
print("Link from plug of %.1f mohm cm: %.2f kohm"
      % (rho_plain * 1e3, link_plain))
print("Link from plug of %.1f mohm cm: %.2f kohm"
      % (rho_good * 1e3, link_good))
print("Better plug, total: %.3f kohm; shares: %s"
      % (total_good, pct(flow_good)))
print("Contact resistivity: %.1e ohm cm2; contact: %.2f kohm"
      % (rho_contact, contact))
print("Total with contact: %.3f kohm" % total_contact)
print("Gate overdrive: %.0f mV" % overdrive)
print("Square-law channels, total: %.3f kohm; shares: %s"
      % (total_fet, pct(share_fet)))
print("At %.0f K, sheet: %.2f kohm; total: %.3f kohm"
      % (T_hot, R_hot, total_hot))
print("At %.0f K, shares: %s" % (T_hot, pct(flow_hot)))
print("Self-heating at %.1f K/uW: %.2f K" % (thermal_resistance, warming))
print("Sheet electron density: %.1e cm^-2" % density)
print("Modes per sheet: %.1f; ballistic floor: %.2f kohm" % (modes, floor))
print("Fermi energy: %.0f meV; kT at %.0f K: %.1f meV"
      % (fermi_meV, T_room, thermal_meV))
print("Mean electron velocity, top sheet: %.1e cm/s" % v_sheet)
print("Plug doping: %.1e cm^-3; velocity in upper link: %.1e cm/s"
      % (doping, v_link))
print("Field in upper link: %.4f MV/cm" % field_link)
print("every check passed")
```

Printed output:

```
Sheet R = 3.0 kohm, link r = 1.0 kohm
Fold 1, bottom sheet plus link: 4 kohm
Fold 2, parallel with middle sheet: 12/7 = 1.7143 kohm
Fold 3, plus upper link: 19/7 = 2.7143 kohm
Total resistance: 57/40 = 1.4250 kohm
Shares top/middle/bottom: 47.5 / 30.0 / 22.5 %
Ideal links, total: 1.000 kohm
Wrong answer with private links: 1.277 kohm
Two sheets only, total: 1.714 kohm
Conductance gain from third sheet: 20.3 % (ideal links 50.0 %)
Extra entry link, total: 2.425 kohm
Links at both ends, total: 1.691 kohm
Links at both ends, shares: 56.4 / 27.3 / 16.4 %
Least-heat search, shares of top and middle: 0.4750, 0.3000
Applied voltage: 20.0 mV; total current: 14.04 uA
Sheet currents: 6.67 / 4.21 / 3.16 uA
Sheet voltages: 20.00 / 12.63 / 9.47 mV
Link currents, upper/lower: 7.37 / 3.16 uA
Heat in sheets: 0.2164 uW; in links: 0.0643 uW; sum: 0.2807 uW
Rough geometry: width 20, pitch 20, plug length 10 nm
Link from plug of 1.0 mohm cm: 1.00 kohm
Link from plug of 0.3 mohm cm: 0.30 kohm
Better plug, total: 1.152 kohm; shares: 38.4 / 32.3 / 29.3 %
Contact resistivity: 1.0e-09 ohm cm2; contact: 0.50 kohm
Total with contact: 1.925 kohm
Gate overdrive: 400 mV
Square-law channels, total: 1.458 kohm; shares: 47.4 / 30.0 / 22.6 %
At 358 K, sheet: 3.58 kohm; total: 1.635 kohm
At 358 K, shares: 45.7 / 30.5 / 23.8 %
Self-heating at 1.0 K/uW: 0.28 K
Sheet electron density: 1.0e+13 cm^-2
Modes per sheet: 7.1; ballistic floor: 1.81 kohm
Fermi energy: 63 meV; kT at 300 K: 25.9 meV
Mean electron velocity, top sheet: 2.1e+06 cm/s
Plug doping: 1.0e+20 cm^-3; velocity in upper link: 2.3e+05 cm/s
Field in upper link: 0.0037 MV/cm
every check passed
```
